# Buckling of a Clamped Film Strip as Precondition for Delamination

A calculation of whether a compressed film will peel from its substrate must first decide which driving force to assign to an existing debond. The stretching energy stored in the film is the wrong answer while the debonded part lies flat: the edges of the debond then receive no energy at all. The buckling stress of the debonded strip separates the two cases, and for an equi-biaxial film that stress needs a correction.

## Setting and assumptions

A film of thickness \(h\), Young's modulus \(E\) and Poisson ratio \(\nu\) is debonded over a long strip \(|x|<b\). The \(y\) axis runs along the strip, and \(w\) is the deflection away from the substrate. Before buckling the compression is \(\sigma>0\) across the strip and \(r\sigma\) along it, uniform through the thickness. The film is elastic, isotropic and thin, with \(h\ll b\) and small slopes. The substrate is rigid, so the edges are clamped: \(w=w'=0\) and no in-plane displacement \(u\) at \(x=\pm b\). The gap under the film is vented. The interface toughness \(\Gamma\), the energy needed per unit area of new debond, is a constant. Define

\[
C=\frac{E}{1-\nu^2},\qquad D=\frac{Ch^3}{12},\qquad p=\frac{\pi}{b}.
\]

**Theorem.** Within this model:

(a) The flat strip can first bend into a straight-sided buckle, uniform along \(y\), at
\[
\sigma_c=\frac{\pi^2Eh^2}{12(1-\nu^2)b^2}.
\]

(b) For \(r\le 1/2\) no mode modulated along the strip has a lower threshold. For \(r>2/3\) some modulated modes do.

(c) The straight buckle exists for \(\sigma>\sigma_c\), with crest height \(\xi\) and energy release rate \(G\) per edge
\[
\xi^2=\frac{4h^2}{3}\left(\frac{\sigma}{\sigma_c}-1\right),\qquad
G=\frac{h}{2C}(\sigma-\sigma_c)(\sigma+3\sigma_c).
\]
The flat film has \(G=0\). The edges of the straight buckle reach \(G=\Gamma\) at
\[
\sigma_g=-\sigma_c+\sqrt{4\sigma_c^2+2C\Gamma/h}>\sigma_c .
\]

## Lemma 1: energy of the strip

Let \(s_x,s_y\) be stresses and \(e_x,e_y\) strains, tension positive. The film surface is free, so \(s_z=0\) and Hooke's law reads \(Ee_x=s_x-\nu s_y\), \(Ee_y=s_y-\nu s_x\). Solving for the stress gives \(s_x=C(e_x+\nu e_y)\), and likewise for \(s_y\). The energy density is

\[
\tfrac12(s_xe_x+s_ye_y)=\tfrac C2(e_x^2+e_y^2+2\nu e_xe_y)
=\frac{s_x^2}{2C}+\frac E2e_y^2,
\]

where \(C(1-\nu^2)=E\) was used. In a straight buckle \(e_y\) keeps its initial value, so the last term is constant and can be dropped.

Buckling adds the mid-plane strain \(u'+w'^2/2\), the second part being the extra length of a sloping element. Hence \(s_x=-\sigma+C(u'+w'^2/2)\) at mid-plane. A layer at height \(z\) has the further strain \(-zw''\). Its cross term with the mid-plane strain integrates to zero over the thickness, and its square gives \(C\int z^2dz=D\). Per unit length of strip,

\[
\Pi=\int_{-b}^{b}\left[\frac{h s_x^2}{2C}+\frac D2w''^2\right]dx .
\]

Varying \(u\) gives \((hs_x)'=0\), so the compressive force \(N=-hs_x\) is uniform. Varying \(w\) gives \(\int(-Nw'\delta w'+Dw''\delta w'')dx=0\). Integration by parts, with \(\delta w=\delta w'=0\) at the edges, yields

\[
Dw''''+Nw''=0 .
\]

## Proof of (a)

The edges do not move, so \(\int u'dx=0\). Averaging \(s_x\) across the strip gives \(N=\sigma h-(Ch/4b)\int w'^2dx\). At the onset \(w\) is infinitesimal and \(N=\sigma h\).

With \(q^2=N/D\) the solution is \(w=A+B\cos qx+Fx+H\sin qx\). Even and odd parts satisfy the edge conditions separately.

For the even part, \(w'(b)=0\) requires \(Bq\sin qb=0\), and \(w(b)=0\) fixes \(A=-B\cos qb\). A nonzero deflection needs \(qb=\pi,2\pi,\dots\)

For the odd part, \(Fb+H\sin qb=0\) and \(F+Hq\cos qb=0\) give \(\tan qb=qb\). There is no root for \(0<qb\le\pi\): below \(\pi/2\) the tangent exceeds its argument, and from there to \(\pi\) it is negative or zero.

The lowest threshold is therefore \(qb=\pi\), or \(N=\pi^2D/b^2\). Dividing by \(h\) and inserting \(D\) gives \(\sigma_c\). The 12 comes from the bending stiffness; the length in the formula is the half-width. ∎

## Proof of (b)

Take \(w=f(x)\cos ky\) on the flat film. Contact with the substrate, which forbids \(w<0\), is left out at first; it only removes shapes, so it cannot lower a threshold. To second order in \(w\), the in-plane displacements decouple. The energy per area is \(\tfrac D2(\nabla^2w)^2-\tfrac N2(w_x^2+rw_y^2)\); the remaining bending term, proportional to \(w_{xx}w_{yy}-w_{xy}^2\), integrates to zero for clamped edges. Averages of \(\cos^2ky\) and \(\sin^2ky\) are both one half, so neutrality requires

\[
\frac ND=\frac{\int(f''-k^2f)^2dx}{\int(f'^2+rk^2f^2)dx}
=\frac{\int(f''^2+2k^2f'^2+k^4f^2)dx}{\int(f'^2+rk^2f^2)dx}, \tag{1}
\]

where \(-\int ff''dx=\int f'^2dx\). The threshold is the minimum over \(f\).

Two inequalities are needed. The function \(f'\) vanishes at both ends and has zero mean, so its Fourier series of period \(2b\) starts at wavenumber \(p\); hence \(\int f''^2\ge p^2\int f'^2\). The function \(f\) vanishes at both ends, so its sine series on the interval of length \(2b\) starts at \(p/2\); hence \(\int f'^2\ge(p^2/4)\int f^2\). The numerator of (1) minus \(p^2\) times the denominator is then at least

\[
2k^2\!\int f'^2+(k^4-rp^2k^2)\!\int f^2
\;\ge\;\left[k^2p^2\left(\tfrac12-r\right)+k^4\right]\int f^2 .
\]

For \(r\le1/2\) and \(k\ne0\) this is positive, so the load exceeds \(p^2D\).

For small \(k\), insert the straight mode \(f_0=1+\cos px\). Its integrals are \(\int f_0''^2=p^4b\), \(\int f_0'^2=p^2b\) and \(\int f_0^2=3b\). Since \(f_0\) minimizes (1) at \(k=0\), the change of shape, itself of order \(k^2\), alters the load at order \(k^4\). Thus

\[
\frac{\sigma}{\sigma_c}=\frac{1+2k^2/p^2}{1+3rk^2/p^2}+O(k^4)
=1+(2-3r)\frac{k^2}{p^2}+O(k^4),
\]

which lies below one for \(r>2/3\) and small \(k\).

The substrate blocks the negative half-waves of this mode, but not the shape \(f_0(x)(1+\cos ky)\), which is nowhere negative. Its straight and modulated parts contribute separately to the energy, with weights 1 and 1/2. With \(t=k^2/p^2\) its neutral load is
\[
\frac{\sigma}{\sigma_c}=\frac{1+\tfrac12(1+2t+3t^2)}{1+\tfrac12(1+3rt)}
=\frac{3+2t+3t^2}{3+3rt}=1+\left(\tfrac23-r\right)t+O(t^2),
\]
again below one for \(r>2/3\) and small \(k\). ∎

**Remark: the interval between 1/2 and 2/3.** Here the evidence is numerical. A polynomial solution of (1) at \(r=2/3\), for \(kb\) from 0.1 to 6 in steps of 0.1, has its lowest load at \(1.000003\,\sigma_c\). A smaller \(r\) only raises these loads, because it lowers the denominator. At \(r=0.70\) the lowest load is \(0.99914\,\sigma_c\).

**Remark: the equi-biaxial film.** For \(r=1\), a hand estimate follows from \(f_0\) with \(t=k^2/p^2\). The quotient \((1+2t+3t^2)/(1+3t)\) is stationary at \(9t^2+6t-1=0\), so \(t=(\sqrt2-1)/3\), where it equals \((2+6t)/3=2\sqrt2/3\approx0.943\). A trial function gives an upper bound, so the lowest load from (1) is no higher.

The full equation factorizes:

\[
\left(\frac{d^2}{dx^2}-k^2\right)\left(\frac{d^2}{dx^2}-k^2+\frac ND\right)f=0 .
\]

Its even solution is \(f=A\cosh kx+B\cos qx\), now with \(q^2=N/D-k^2\). Clamping gives \(A\cosh kb+B\cos qb=0\) and \(Ak\sinh kb-Bq\sin qb=0\). Eliminating \(A\) and dividing by \(\cos qb\),

\[
k\tanh kb+q\tan qb=0 .
\]

Minimizing \((q^2+k^2)/p^2\) along the first root gives \(0.939\) at \(kb=1.20\). A polynomial solution that also admits odd shapes found nothing lower on the same grid of \(kb\). This mode alternates in sign along the strip, so it needs a film free to move both ways. Over a substrate, \(0.939\,\sigma_c\) is a lower bound on the loss of flatness. The one-sided shape \(f_0(1+\cos ky)\) gives an upper bound: its load \((3+2t+3t^2)/(3+3t)\) is stationary at \(3t^2+6t-1=0\), so \(t=2/\sqrt3-1\), where it equals \(4(\sqrt3-1)/3\approx0.976\). An equi-biaxial film therefore loses flatness between 2% and 6% below \(\sigma_c\), in a shape modulated along the strip. Compression along the strip does work on this modulation, and for \(r=1\) that work outweighs the added bending.

## Proof of (c)

**Crest height.** At finite amplitude the equation for \(w\) is unchanged, so on the first branch \(N\) stays at \(\sigma_ch\). The buckle converts the excess compression into length. From \(s_x=-\sigma_c\),

\[
C\left(u'+\tfrac12w'^2\right)=\sigma-\sigma_c
\quad\Rightarrow\quad
\int w'^2dx=\frac{4b(\sigma-\sigma_c)}{C}. \tag{2}
\]

The left side of (2) cannot be negative, so the branch starts at \(\sigma_c\). With \(w=\tfrac{\xi}{2}(1+\cos px)\) the integral is \(\xi^2p^2b/4\), hence \(\xi^2=16(\sigma-\sigma_c)/(Cp^2)\). Since \(\sigma_c=p^2D/h=Cp^2h^2/12\), we have \(Cp^2=12\sigma_c/h^2\), which gives the stated \(\xi^2\).

**Released energy.** The flat strip stores \(\Pi_0=bh\sigma^2/C\). The buckled strip stores \(bh\sigma_c^2/C\) in stretching. Multiplying \(Dw''''+Nw''=0\) by \(w\) and integrating by parts gives \(D\int w''^2=N\int w'^2\), so by (2) the bending energy is \(\tfrac12\sigma_ch\cdot4b(\sigma-\sigma_c)/C\). The released energy is

\[
R=\frac{bh}{C}\left[\sigma^2-\sigma_c^2-2\sigma_c(\sigma-\sigma_c)\right]
=\frac{bh}{C}(\sigma-\sigma_c)^2 .
\]

**Energy release rate.** Widening both sides by \(db\) debonds an area \(2\,db\) per unit length. The newly freed film had the flat energy density, and the fixed edges do no work, so \(G=\tfrac12dR/db\) at fixed \(\sigma\). Because \(\sigma_c\propto b^{-2}\), \(d\sigma_c/db=-2\sigma_c/b\), and

\[
\frac{dR}{db}=\frac hC\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right]
=\frac hC(\sigma-\sigma_c)(\sigma+3\sigma_c).
\]

Half of this is \(G\). In the flat state the detached film has the same strain and energy as the bonded film, so \(R=0\) for every width and \(G=0\).

**Growth stress.** Setting \(G=\Gamma\) gives \(\sigma^2+2\sigma_c\sigma-3\sigma_c^2=2C\Gamma/h\). Completing the square, \((\sigma+\sigma_c)^2=4\sigma_c^2+2C\Gamma/h\). The positive root is \(\sigma_g\); for \(\Gamma>0\) the square root exceeds \(2\sigma_c\), so \(\sigma_g>\sigma_c\). ∎

**Remark: two limits and the effect of width.** For a weak interface, expansion of the root gives \(\sigma_g-\sigma_c\approx C\Gamma/(2h\sigma_c)\), so growth follows closely upon buckling. For a wide strip, \(\sigma_c\to0\) and \(G\to G_\infty=h\sigma^2/(2C)\). At fixed \(\sigma\), with \(c=\sigma_c/\sigma\), \(G/G_\infty=(1-c)(1+3c)\). Its derivative \(2-6c\) vanishes at \(c=1/3\), where \(G=\tfrac43G_\infty\). Widening therefore raises \(G\) while \(\sigma<3\sigma_c\) and lowers it beyond.

**Remark: stability of the straight buckle at \(r=1\).** Since the flat equi-biaxial film first yields to a modulated mode, the formulas in (c) are useful only where the straight shape is stable. Write \(w_0\) for the straight buckle and perturb it by \(u=U\cos ky\), \(v=V\sin ky\), \(w=W\cos ky\), where \(v\) is the displacement along \(y\). The linear strain changes are

\[
e_x=U'+w_0'W',\quad e_y=kV,\quad \gamma=V'-kU-kw_0'W .
\]

The compression along the strip has fallen to \(\sigma_y=\sigma-\nu(\sigma-\sigma_c)\). Stability requires a positive value of

\[
\begin{aligned}
\int\Big\{&Ch\left[e_x^2+e_y^2+2\nu e_xe_y+\tfrac{1-\nu}{2}\gamma^2\right]+D(W''-k^2W)^2\\
&-h\left(\sigma_cW'^2+\sigma_yk^2W^2\right)\Big\}dx .
\end{aligned}
\]

For \(\nu=0.30\) and \(kb\) between 0.1 and 6, its minimum is negative at \(\sigma_c\) and changes sign at \(1.05\,\sigma_c\). It is positive at the two loads used below, 2.16 and 3.52 times \(\sigma_c\). On a grid of step 0.25 starting at \(4\sigma_c\), it first becomes negative at \(6.75\,\sigma_c\); the sign change itself lies near \(6.55\,\sigma_c\). The shape taken between the loss of flatness and \(1.05\,\sigma_c\) is not computed here, and \(G\) from (c) should not be used there.

## Example: a molybdenum film on silicon

Take \(E=320\) GPa, \(\nu=0.30\), \(h=200\) nm, \(b=5\) µm, an equi-biaxial compression of 1.00 GPa and \(\Gamma=1\) J/m². Then \(C=320/0.91=351.6\) GPa and \(D=2.344\times10^{-10}\) N m, so

\[
\sigma_c=\frac{\pi^2(2.344\times10^{-10})}{(5\times10^{-6})^2(2\times10^{-7})}\ \text{Pa}=463\ \text{MPa}.
\]

The equi-biaxial film leaves the flat state between \(0.939\times463=435\) MPa and \(0.976\times463=452\) MPa. The mode behind the lower bound, which ignores contact, has a wavelength \(2\pi b/1.20=26\) µm. At 1.00 GPa the load ratio is 2.161. For this stress, straight buckles require a half-width of at least \(5\sqrt{0.463}=3.40\) µm.

The crest height is \(\xi=200\sqrt{\tfrac43(1.161)}=249\) nm. The energy release rate is

\[
G=\frac{2\times10^{-7}}{2(3.516\times10^{11})}(0.537\times10^9)(2.388\times10^9)=0.365\ \text{J/m}^2 .
\]

As a test, the energy \(\Pi\) was minimized directly with independent polynomials for \(u\) and \(w\). It gave the same crest height, 248.84 nm, and differencing the released energy between half-widths 0.1% above and below \(b\) gave the same \(G\), 0.36488 J/m². At \(0.5\,\sigma_c\) the minimization, started from a buckled shape, returned to the flat film.

The film is buckled, but its edges do not spread, since \(0.365<1\) J/m². Other widths do not help at this stress: \(G_\infty=0.284\) J/m², so the largest value for any straight strip with rigid edges is \(\tfrac43G_\infty=0.38\) J/m². A compliant substrate raises \(G\) above this bound, to about 0.42 J/m² for the 5 µm half-width, still well below \(\Gamma\). With \(b\) held at 5 µm, growth starts at

\[
\sigma_g=-0.463+\sqrt{0.857+3.516}=1.63\ \text{GPa}.
\]

This is \(3.52\,\sigma_c\), past the maximum of \(G\), so a small widening lowers \(G\) and further growth needs more stress.

**Reading stress from a buckle.** Inverting the crest formula gives \(\sigma=\sigma_c[1+3\xi^2/(4h^2)]\). Here \(463(1+0.75\times1.548)=1000\) MPa. At fixed \(\xi\) and \(h\), an error of 1% in \(b\) becomes about 2% in stress. The formula also assumes rigid edges. Rotation of the rim, estimated below, would by itself make it read about 5% too high in this example. Inward sliding of the rim adds to the error and brings it above 10%.

## What a real film changes

The values are rough but typical: sputtered refractory metals can carry compression of order 1 GPa, and 1 J/m² represents a weak interface. Toughness generally depends on the mixture of opening and shear at the edge, so a constant \(\Gamma\) makes \(\sigma_g\) the least certain result.

**Edge compliance.** Silicon, with plane-strain modulus \(C_s\approx170\) GPa, yields under the rim. For a surface pressure \(P\cos Qx\) without shear, the stresses at depth \(z\) are \(P(1+Qz)e^{-Qz}\cos Qx\) vertically and \(P(1-Qz)e^{-Qz}\cos Qx\) horizontally. Over depth the second integrates to zero and the first to \(2P/Q\), so the settlement amplitude is \(2P/(C_sQ)\) and the stiffness is \(C_sQ/2\). Bending stiffness \(DQ^4\) is comparable when \(1/Q\approx\ell=(D/C_s)^{1/3}=111\) nm. This suggests a foundation of constant stiffness \(K=C_s/(2\ell)\).

Neglecting compression in the bonded film, \(Dw''''+Kw=0\) there. With \(X\) measured outward from the rim and no vertical force at \(X=0\), \(w\propto e^{-\beta X}(\cos\beta X-\sin\beta X)\), \(\beta^4=K/4D\). At the rim \(w'=-w''/\beta\), and \(1/\beta=187\) nm. For \(w=A+B\cos qx\) in the strip, this replaces \(\sin qb=0\) by \(\tan qb=-q/\beta\). The straight threshold falls by about 7%, comparable to the equi-biaxial correction. This is an order-of-magnitude estimate, somewhat too large for this film; the simple foundation leaves out, among other things, the substrate's resistance to sliding of the film's lower face.

Above the threshold, compliance has a second effect. Buckling relieves the compression in the strip, so the bonded film pushes the rim inward. The buckle becomes taller, \(G\) rises and \(\sigma_g\) falls. For this film \(\xi\) rises by roughly 12% and \(G\) by roughly 16%, while \(\sigma_g\) falls by roughly 7%, so the values of \(\xi\), \(G\) and \(\sigma_g\) in the example are those of the rigid-edge model.

**Yielding.** At the clamped edge \(w''=\xi p^2/2\), so bending adds \(Chw''/2=1.73\) GPa to the membrane compression of 0.46 GPa at the upper surface. The total, 2.2 GPa, is severe even for a fine-grained metal film. At \(\sigma_g\) the same sum is 3.0 GPa, so the predicted growth stress applies only to a film that stays elastic at that level. The curvature at the crest has the same magnitude, so the lower surface there carries the same peak compression. With the stress along the strip included, the von Mises stress at these points is 1.9 GPa in the example and 2.7 GPa at \(\sigma_g\). If the rim or the crest yields, \(\xi\) and \(G\) change by an amount this model cannot give; the threshold, where bending vanishes, is unaffected provided the flat film is elastic.

**Smaller effects.** A transverse force \(Nw'\) shears the film by \(Nw'/S\), with \(S=\tfrac56h\,E/[2(1+\nu)]\) for a parabolic shear profile. This lowers the threshold by about \(\sigma_c h/S=0.45\%\). The largest slope is 0.078, whose square, 0.006, measures the neglected geometric terms.

**A sealed gap.** If the gap is evacuated, the atmosphere presses the strip down. Without in-plane load, and for a strip free to sag without touching the substrate, \(Dw''''=-P\) gives \(w=-P(b^2-x^2)^2/(24D)\), or 11 nm at the centre for 1 atm. This is small beside 249 nm, but it grows as \(b^4\), and near threshold it is no longer a small correction. For this strip under 1 atm, the crest of the straight buckle at \(1.3\,\sigma_c\) is about 100 nm instead of 127 nm, and below about \(1.25\,\sigma_c\) no raised straight state exists. The raised state has lower energy than the flat film only above about \(1.31\,\sigma_c\). Lifting the film against the pressure costs energy linear in \(w\), so the flat film pressed onto the substrate resists small deflections, and \(\sigma_c\) no longer marks the onset of buckling.

## Values computed for the example and the checks

```
Film modulus E                        320 GPa
Poisson ratio                         0.30
Film thickness h                      200 nm
Half-width b                          5.0 um
Film compression sigma                1.00 GPa
Interface toughness Gamma             1.00 J/m^2
Substrate plane-strain modulus        170 GPa
Film plane-strain modulus             351.6 GPa
Bending stiffness D                   2.3443e-10 N m
sigma_c, formula                      462.75 MPa
sigma_c, Ritz eigenvalue              462.75 MPa
Load ratio sigma/sigma_c              2.161
Smallest half-width that buckles      3.401 um
Lowest load/sigma_c, r = 2/3          1.000003
Lowest load/sigma_c, r = 0.70         0.999145
Lowest load/sigma_c, r = 1            0.93927
Equi-biaxial threshold                434.6 MPa
Its scaled wavenumber k b             1.1997
Its wavelength along strip            26.19 um
Crest height, formula                 248.84 nm
Crest height, energy minimum          248.84 nm
Released energy, formula              8.20811e-07 J/m
Released energy, energy minimum       8.20811e-07 J/m
G per edge, formula                   0.36488 J/m^2
G per edge, energy difference         0.36488 J/m^2
Stress for edge growth sigma_g        1.628 GPa
sigma_g/sigma_c                       3.519
Straight buckle stable above          1.0530 sigma_c
First unstable load, 0.25 grid from 4 6.75 sigma_c
Second variation at example load      0.3839 (relative)
Second variation at sigma_g           0.3194 (relative)
Foundation length ell                 111.3 nm
Edge compliance length                187.2 nm
Threshold drop, edge compliance       7.1 %
Threshold drop, transverse shear      0.45 %
Largest slope of buckle               0.0782
Largest slope squared                 0.00611
Atmospheric pressure                  101.3 kPa
Sag of unstressed strip under 1 atm   11.3 nm
Bending stress at clamped edge        1.727 GPa
Peak compression at clamped edge      2.190 GPa
```
